# Polishing Rate from Alternating Film Growth and Film Removal

**Q.** You say that a surface is polished by chemistry and mechanics taking turns: a film grows, then something rubs it off. Before any rate is quoted, what exactly grows, and how fast?

**A.** Follow one point of the surface. Let $h$ be the depth of solid that has been converted into film and is still there as film. The film itself may be thicker than $h$, because the reaction product can occupy more volume, but removal of solid is what polishing measures, so I count in $h$. Between contacts I assume

$$\frac{dh}{dt}=r_0\left(1-\frac{h}{h_s}\right).$$

Here $r_0$ is the growth rate on the bare surface and $h_s$ is the depth at which the film stops its own growth. This is a model of a protective film, not a general law of film growth.

To solve it, put $u=h_s-h$. Then $du/dt=-dh/dt=-(r_0/h_s)u$. With $\tau=h_s/r_0$ this gives $u(t)=u(0)e^{-t/\tau}$, and so

$$h(t)=h_s-\left[h_s-h(0)\right]e^{-t/\tau}.$$

For $t\ll\tau$ a bare surface gains $r_0t$; for $t\gg\tau$ the film stays at $h_s$.

**Q.** And the rubbing? A real contact may leave part of the film behind.

**A.** It may. Let a contact remove a fraction $b$ of the film present, with $0\le b\le1$ and mean $\beta>0$. The fraction may vary from contact to contact, but it is drawn independently of $h$ and of the waiting times. I also assume:

- the waiting times $T$ between contacts are independent, with one common distribution and mean $1/\nu$, so $\nu$ is the contact frequency;
- a contact is brief compared with both $1/\nu$ and $\tau$;
- contacts do not cut unreacted solid, and nothing dissolves without contact.

**Q.** Then each cycle starts from whatever the last one left. Why should there be a definite rate at all?

**A.** Because the surface forgets its past. Let $H_k$ be the depth just before contact $k$. The contact leaves $(1-b_k)H_k$, and growth during the next waiting time $T_k$ gives

$$H_{k+1}=h_s-\left[h_s-(1-b_k)H_k\right]e^{-T_k/\tau}.$$

The three quantities $H_k$, $b_k$ and $T_k$ are independent, since $H_k$ depends on earlier events alone. The mean of their product is therefore the product of their means. Writing $M_k=E[H_k]$ and $L=E[e^{-T/\tau}]$, where $E$ denotes the mean,

$$M_{k+1}=h_s(1-L)+(1-\beta)L\,M_k.$$

A steady value $M$ must satisfy $M[1-(1-\beta)L]=h_s(1-L)$, so

$$M=\frac{h_s(1-L)}{1-(1-\beta)L}.$$

Subtracting the steady equation from the one for $M_{k+1}$ gives $M_{k+1}-M=(1-\beta)L(M_k-M)$. Since $L\le1$ and $\beta>0$, the factor is less than one, and any initial difference dies out geometrically.

In a steady cycle the mean depth removed is $E[bH]=\beta M$, and the mean duration is $1/\nu$. The long-run polishing rate is their ratio:

$$R=\nu\beta M=\nu\beta h_s\,\frac{1-L}{1-(1-\beta)L}.$$

**Q.** You have counted film removed. I wanted solid consumed.

**A.** Their long-run rates are equal. The difference between the total consumed and the total removed is the depth still stored as film, apart from its initial value. That store lies between $0$ and $h_s$, so divided by a long time it vanishes. Averaging the growth law over time then gives a second expression for the same rate,

$$R=r_0\left(1-\frac{\langle h\rangle}{h_s}\right),$$

where $\langle h\rangle$ is the time average, which need not equal the pre-contact mean $M$.

**Q.** Your answer still contains $L$, which hides the whole distribution of waiting times. I expected a formula with a chemical rate and a mechanical rate.

**A.** For that I must say how contacts arrive. Suppose they are random in the Poisson sense: the chance of a contact in the next short time $dt$ is $\nu\,dt$, whatever happened before. The waiting times then have density $\nu e^{-\nu t}$, and

$$L=\int_0^\infty \nu e^{-\nu t}e^{-t/\tau}\,dt=\frac{\nu}{\nu+1/\tau}=\frac{\nu\tau}{1+\nu\tau}.$$

The two combinations needed are

$$1-L=\frac{1}{1+\nu\tau},\qquad 1-(1-\beta)L=\frac{1+\nu\tau-(1-\beta)\nu\tau}{1+\nu\tau}=\frac{1+\beta\nu\tau}{1+\nu\tau}.$$

Their ratio is $1/(1+\beta\nu\tau)$. Define $R_m=\nu\beta h_s$, the rate at which contacts would remove a film that had always regrown fully. Since $\tau=h_s/r_0$, we have $\beta\nu\tau=R_m/r_0$, and

$$R=\frac{R_m}{1+R_m/r_0}=\frac{r_0R_m}{r_0+R_m},\qquad \frac1R=\frac1{r_0}+\frac1{R_m}.$$

Within this model the result is exact, including for partial removal.

**Q.** That cancellation looks lucky. Can you get it without $L$?

**A.** Yes. Poisson contacts arrive without regard to the present film depth, so the mean removal rate is $\nu\beta\langle h\rangle$. Equate it to the mean consumption of solid:

$$\nu\beta\langle h\rangle=r_0-\frac{r_0}{h_s}\langle h\rangle
\quad\Longrightarrow\quad
\langle h\rangle=\frac{r_0}{\nu\beta+r_0/h_s}=\frac{h_s}{1+\beta\nu\tau}.$$

Multiplying by $\nu\beta$ restores the same $R$. Here $\langle h\rangle=M$. With regular contacts this shortcut fails: all growth periods are then equally long, and each contact comes at the end of one, when the film is at its deepest and so deeper than its time average. With Poisson contacts the long waits, in which the film grows deep, take up a larger share of the time than of the count, and this raises the time average to the pre-contact mean.

**Q.** Now show me the two regimes, and tell me what the surface looks like in each.

**A.** If $r_0\ll R_m$, expand in $r_0/R_m$:

$$R=\frac{r_0}{1+r_0/R_m}\simeq r_0\left(1-\frac{r_0}{R_m}\right).$$

This is the chemically limited regime. The mean depth $M=R/(\nu\beta)=h_sR/R_m$ is much less than $h_s$. Film is removed well before it can slow its own growth, and more rubbing gains little.

If $R_m\ll r_0$, the same step with the roles exchanged gives

$$R\simeq R_m\left(1-\frac{R_m}{r_0}\right).$$

This is the mechanically limited regime. Now $M\simeq h_s$: the film is nearly complete and waits for a contact. A faster reaction at the same $h_s$ gains little.

Between the limits, let $s$ be the smaller and $g$ the larger of $r_0$ and $R_m$. Then $R=s/(1+s/g)$ lies between $s/2$ and $s$. Taking the smaller rate alone overestimates $R$ by at most a factor of two, reached when the two are equal. This bound, like the reciprocal sum it comes from, is for Poisson contacts; clustered contacts, treated below, can fall under $s/2$.

**Q.** Calling $R_m$ mechanical does not make it so. Where are the pressure and the speed?

**A.** They enter through $\nu$. Let circular contacts of diameter $w$ be scattered with areal density $n$, and let them move over the surface at speed $V$. In time $t$ our point is touched by those whose centres lie in a strip of length $Vt$ and width $w$. Their mean number is $nwVt$, so

$$\nu=nwV.$$

If the centres are scattered independently and fresh contacts keep arriving, the arrivals are Poisson. A pattern that returns along the same track would not meet this condition.

The nominal pressure $P$ is the load per unit area, $P=nF$, where $F$ is the mean load per contact. Suppose that extra pressure creates more contacts but leaves $F$, $w$, $\beta$ and $h_s$ unchanged, and that speed changes none of these, nor $n$. Then $n=P/F$ and

$$R_m=\beta h_s w\frac{P}{F}V=KPV,\qquad K=\frac{\beta h_sw}{F}.$$

This is Preston's law, here as the mechanically limited case. If pressure changes $F$, $w$ or $\beta$, proportionality to $P$ is no longer assured. Nor is proportionality to $V$ if a faster, and so briefer, contact removes a smaller fraction of the film, or if fluid between the surfaces carries part of the load.

The same geometry checks that contacts are brief. The mean chord of a circle is its area divided by its width, $(\pi w^2/4)/w=\pi w/4$. The mean contact duration is therefore $\pi w/(4V)$. Multiplied by $\nu$, it gives $\pi nw^2/4$. When this number is small, so that contacts rarely overlap, it is the fraction of time spent under contact and also the covered fraction of the area.

**Q.** Put in numbers. I want to see whether the brief-contact assumption survives.

**A.** Take round model parameters, belonging to no particular material: $r_0=10$ nm/s, $h_s=1$ nm, $\beta=0.1$, $P=20$ kPa, $V=1$ m/s, $w=10$ µm and $F=4$ mN. Then

$$n=\frac{2\times10^4\ \mathrm{Pa}}{4\times10^{-3}\ \mathrm N}=5\times10^6\ \mathrm{m^{-2}},$$

$$\nu=(5\times10^6\ \mathrm{m^{-2}})(10^{-5}\ \mathrm m)(1\ \mathrm{m/s})=50\ \mathrm{s^{-1}}.$$

The mean wait is $0.02$ s and the growth time is $\tau=1/10=0.1$ s. A contact lasts about $7.9$ µs on average, and the covered fraction is $3.9\times10^{-4}$. The assumption holds comfortably.

The mechanical limit is $R_m=50\times0.1\times1=5$ nm/s, and

$$R=\frac{10\times5}{10+5}=3.33\ \mathrm{nm/s}=200\ \mathrm{nm/min}.$$

The mean film depth is $h_sR/R_m=0.667$ nm. A contact then removes $\beta M=0.067$ nm on average, less than one atomic layer, so such depths must be read as averages over many surface sites. If each bare site converts at rate $1/\tau$ and each contact strips a converted site with probability $\beta$, then $h/h_s$ is the converted fraction and obeys the same mean equations. Neither limit describes this case well: $R$ is one third of $r_0$ and two thirds of $R_m$.

A simulation in which randomly placed circles sweep over a point gives $3.33$ nm/s as well. Its pre-contact and time-average depths are both $0.667$ nm, as Poisson arrivals require.

**Q.** You removed exactly a tenth of the film each time. Suppose instead that each contact, at random, has a chance of nine in ten of doing nothing and one in ten of stripping everything.

**A.** The mean equation contains $b$ through its mean alone, so $R$ should not change. The simulation of that case, with each contact stripping the film with probability $0.1$, gives $3.35$ nm/s, within 1% of the formula. The film history is very different, but its mean is the same.

**Q.** If I can improve either the chemistry or the rubbing, which should I choose?

**A.** Differentiate the reciprocal sum, holding $h_s$ and $\beta$ fixed while $r_0$ changes:

$$-\frac{dR}{R^2}=-\frac{dr_0}{r_0^2}-\frac{dR_m}{R_m^2}.$$

Multiply by $-R$:

$$\frac{dR}{R}=\frac{R}{r_0}\frac{dr_0}{r_0}+\frac{R}{R_m}\frac{dR_m}{R_m}.$$

The two coefficients add to $R(1/r_0+1/R_m)=1$. In the example they are $0.333$ for $r_0$ and $0.667$ for $PV$. A small relative increase in $PV$ therefore gains twice as much as the same relative increase in $r_0$. If a new chemistry also changes $h_s$ or $\beta$, it changes $R_m$ too, and both terms must be counted. The converse also applies: the coefficient for $PV$ assumes that $r_0$ does not depend on $PV$. In a real polish frictional heating rises with $PV$ and can raise a thermally activated $r_0$; the gain from $PV$ is then larger than $R/R_m$.

**Q.** A middle case proves little about limits. Push it to both ends.

**A.** Keep $R_m=5$ nm/s and change $r_0$. At $r_0=0.1$ nm/s the formula gives $R=0.0980$ nm/s, which is 98% of $r_0$. At $r_0=250$ nm/s it gives $R=4.90$ nm/s, which is 98% of $R_m$. The simulated rates agree with the formula within 1% in both cases.

One can also hold $r_0$ at $10$ nm/s, ignoring any heating of the surface, and change $PV$. The Preston coefficient is

$$K=\frac{0.1\times10^{-9}\times10^{-5}}{4\times10^{-3}}\ \mathrm{Pa^{-1}}=2.5\times10^{-13}\ \mathrm{Pa^{-1}}.$$

The two limiting rates are equal when $PV=r_0/K=40$ kPa m/s, and there $R=r_0/2=5$ nm/s. At $5$ kPa m/s Preston's law predicts $1.25$ nm/s, against $1.11$ nm/s from the full formula. At $80$ kPa m/s it predicts $20$ nm/s, against $6.67$ nm/s. Preston's law exceeds the full result by the factor $R_m/R=1+R_m/r_0$, which grows with $PV$.

**Q.** Everything now rests on random arrivals. What if the contacts come like clockwork?

**A.** Return to the general formula and divide numerator and denominator by $1-L$. Since $1-(1-\beta)L=(1-L)+\beta L$,

$$\frac{R}{R_m}=\frac{1}{1+\beta L/(1-L)}.$$

The rate falls as $L$ rises. The function $e^{-T/\tau}$ is convex in $T$, so Jensen's inequality gives $L\ge e^{-x}$, where $x=1/(\nu\tau)$ is the mean wait in units of $\tau$. Equality holds for regular contacts, which therefore give the highest rate at fixed $\nu$ and $\beta$. For them $L/(1-L)=1/(e^x-1)$; for Poisson contacts it is $1/x$. Hence

$$\frac{R_{\rm regular}}{R_{\rm Poisson}}=\frac{1+\beta/x}{1+\beta/(e^x-1)}.$$

Both limits survive regularity. Note that $r_0/R_m=x/\beta$. If $x\ll\beta\le1$, then $e^x-1\simeq x$ and $R_{\rm regular}\simeq R_mx/\beta=r_0$. If $x\gg\beta$, then $\beta/(e^x-1)<\beta/x\ll1$, and $R_{\rm regular}\simeq R_m$.

In the worked example regular contacts give $3.44$ nm/s, about 3% above the Poisson rate.

**Q.** Three per cent is harmless. Can it get worse?

**A.** It can. With $a=1/x$ and $c=1/(e^x-1)<a$, the derivative of $(1+a\beta)/(1+c\beta)$ with respect to $\beta$ is $(a-c)/(1+c\beta)^2>0$. The ratio is therefore largest for complete removal, $\beta=1$, where it becomes

$$G(x)=\left(1+\frac1x\right)(1-e^{-x}).$$

Setting its derivative to zero,

$$-\frac{1-e^{-x}}{x^2}+\left(1+\frac1x\right)e^{-x}=0
\quad\Longrightarrow\quad e^x=1+x+x^2,$$

after multiplication by $x^2e^x$. The positive root is $x=1.793$, and there $G=1.298$. Since $G$ tends to one at both small and large $x$, this is the maximum. Regular contacts can thus exceed the reciprocal-sum result by up to about 30% of the latter.

Clustering can act the other way. Gamma-distributed waits with shape $1/2$ have $L=1/\sqrt{1+2x}$. This is larger than the Poisson value $1/(1+x)$, because $(1+x)^2>1+2x$. At $\beta=1$ and $x=1.793$ the rate is $0.83$ of the Poisson rate. At $\beta=1$ and $x=1$, where $r_0=R_m$, it is $R/R_m=1-L=1-1/\sqrt3=0.42$, below the Poisson bound of one half. Contacts in quick succession find little new film, while the long gaps between them are partly wasted on a film that has nearly stopped growing.

**Q.** And if your growth law is wrong? Must there still be a chemical plateau?

**A.** Not without a finite bare-surface rate. Consider parabolic growth, $dh/dt=D/h$. From a bare surface, $h\,dh=D\,dt$ gives $h^2=2Dt$. Let Poisson contacts remove the whole film. Then

$$R=\nu\int_0^\infty\nu e^{-\nu t}\sqrt{2Dt}\,dt.$$

Put $s=\nu t$. The integral becomes $\sqrt{2D/\nu}\int_0^\infty e^{-s}\sqrt s\,ds=\sqrt{2D/\nu}\,\sqrt\pi/2$, and

$$R=\sqrt{\frac{\pi D\nu}{2}}.$$

For $D=1$ nm²/s, raising $\nu$ from $50$ to $200$ s$^{-1}$ raises $R$ from $8.86$ to $17.7$ nm/s. Four times the contacts give twice the rate, with no plateau, because this law lets a vanishing film grow infinitely fast. If the reaction at the bare surface caps the growth at some $r_0$, the average consumption cannot exceed that cap.

**Q.** So what would make you give up the reciprocal sum for a real polish?

**A.** A loss of solid that continues without contact after the film has stopped growing would show dissolution, which the model omits. Suppose instead that film growth is suppressed and that the bare solid does not dissolve. Removal that continues once the old film is gone would then show that contacts cut unreacted solid. Waiting times that are independent but not Poisson, evenly spaced contacts included, call for the formula with $L$. A repeating pattern of unequal waits breaks that independence, and unless every contact strips the whole film, the film depth must then be followed through the whole pattern. A different growth law, or a removed amount not proportional to the film depth, calls for a new calculation of the cycle. A straight line with a positive intercept in a plot of $1/R$ against $1/(PV)$ would support the combined law, but would not by itself establish each of these assumptions. The line is expected only if $r_0$ stays fixed as $PV$ changes, which frictional heating can prevent. A line through the origin is Preston's law alone. The numerical output below gives the values for all the cases discussed.

## Computed results

```
Bare-surface growth rate r0: 10.0 nm/s
Self-limiting depth hs: 1.0 nm
Growth time tau: 0.100 s
Mean removed fraction beta: 0.10
Pressure P: 20.0 kPa
Sliding speed V: 1.0 m/s
Contact width w: 10.0 micrometre
Load per contact F: 4.0 mN
Contact density n: 5.00 per mm^2
Contact frequency nu: 50.00 1/s; simulated 49.90 1/s
Mean waiting time 1/nu: 0.0200 s
Covered fraction: 3.927e-04; simulated 3.918e-04
Mean contact duration: 7.85 microsecond
Preston coefficient K: 2.500e-13 1/Pa
Mechanical limit Rm: 5.000 nm/s
Polishing rate R: 3.3333 nm/s = 200.0 nm/min
Simulated R: 3.3287 nm/s
Simulated R, all-or-none removal: 3.3543 nm/s
Mean film depth, formula: 0.6667 nm
Simulated depth before contact: 0.6671 nm
Simulated time-average depth: 0.6671 nm
R for regular contacts: 3.4443 nm/s
R for regular contacts, ODE: 3.4443 nm/s
Sensitivity to r0: 0.3333; simulated 0.3332
Sensitivity to PV: 0.6667; simulated 0.6674
Crossover PV: 40.0 kPa m/s
Varying r0 at fixed PV:
  r0=0.1: R=0.0980, sim=0.0980 nm/s; R/r0=0.9804, R/Rm=0.0196
  r0=10.0: R=3.3333, sim=3.3287 nm/s; R/r0=0.3333, R/Rm=0.6667
  r0=250.0: R=4.9020, sim=4.8918 nm/s; R/r0=0.0196, R/Rm=0.9804
Varying PV at base r0:
  PV=5 kPa m/s: Preston=1.250, R=1.111 nm/s
  PV=20 kPa m/s: Preston=5.000, R=3.333 nm/s
  PV=40 kPa m/s: Preston=10.000, R=5.000 nm/s
  PV=80 kPa m/s: Preston=20.000, R=6.667 nm/s
Largest regular/Poisson ratio at x=1/(nu tau): 1.7933
Rate relative to Poisson, beta=1, at this x:
  regular: 1.2984; simulated 1.2984
  gamma shape 3: 1.1758; simulated 1.1751
  Poisson: 1.0000; simulated 1.0005
  clustered, shape 0.5: 0.8303; simulated 0.8302
Parabolic growth constant D: 1.0 nm^2/s
Parabolic R at nu=50 1/s: 8.862 nm/s
Parabolic R at nu=200 1/s: 17.725 nm/s
```
